# Ligand K pre-edge intensity and ligand p character in a one-hole complex, part 2

In a complex with one valence hole, the ligand K pre-edge is the line in which a ligand 1s electron fills the half-filled orbital $\psi^*=a\,d-b\,L$, with $a,b>0$. The question is how its strength $f$ measures ligand p character. Algebra is in atomic units.

Here $L=N^{-1/2}\sum_A\varepsilon_Ap_A$ for $N$ equivalent ligands. Each valence orbital $p_A$ is positive towards the metal along the unit vector $\mathbf u_A$, and $s_A$ is the ligand 1s orbital. The square-planar model has $N=4$, $\varepsilon_A=+1$ on the $x$ axis and $-1$ on the $y$ axis, and $b^2=0.351$. This follows from the charge-transfer energy $\Delta=1.00$ eV and total coupling $T=\sqrt N\,t=1.60$ eV.

For transition energy $\omega$ and polarization $\mathbf e$, Part 3 gives

$$f_{\mathbf e}=2\omega\sum_F\Big|\langle F|\,\mathbf e\cdot\sum_i\mathbf r_i\,|G\rangle\Big|^2 ,$$

with prefactor $\tfrac23\omega$ after orientation averaging. Part 4 gives

$$\langle s_A|\mathbf r|p_A\rangle=\frac{R}{\sqrt3}\,\mathbf u_A,$$

dropping the integrals of $\mathbf r$ between $s_A$ and both the metal d orbital and p orbitals on other ligands. For orthonormal local orbitals, the law summed over all ligands is

$$f=\frac29\,\omega R^2\,b^2 .$$

For any number of holes, the strength summed over all lines into the valence shell, at a common $\omega R^2$, counts ligand p holes.

Part 11 uses Slater functions $S_n$ for 1s, 2p and 3p, with exponents $\zeta_1=16.5$, $\zeta_2=6.5$, $\zeta_3=2.0$ in inverse bohr and norms $\mathcal N_n=(2\zeta_n)^{n+1/2}/\sqrt{(2n)!}$. Making 3p orthogonal to 2p gives

$$R=\frac{R_{13}-\sigma R_{12}}{\sqrt{1-\sigma^2}},\qquad R_{1n}=\int S_1S_n\,r^3dr,$$

$$\sigma=\frac{5!\,\mathcal N_2\mathcal N_3}{(\zeta_2+\zeta_3)^6},\quad R_{12}=\frac{4!\,\mathcal N_1\mathcal N_2}{(\zeta_1+\zeta_2)^5},\quad 4!\,\mathcal N_2^2=(2\zeta_2)^5 .$$

The term $\sigma R_{12}$ dominates, and $R=-0.0100$ bohr. Single Slater functions are rough here, so absolute strengths and tail corrections are model values, not predictions for tetrachlorocuprate.

### 12. The slope and the strength

The chosen transition energy of 2820 eV is 103.6 hartree. The slope of the law is

$$\frac{f}{b^2}=\frac29\times103.6\times(0.0100)^2=0.00230 .$$

Three-dimensional quadrature of the dipole integral for one ligand gives the same slope when the integral is squared and multiplied by the prefactor $\tfrac23\omega$ of Part 3. This tests the angular integral of Part 4 and the radial formulas of Part 11. For the model complex

$$f=0.002304\times0.3509=0.00081,\qquad f_{\text{per ligand}}=\frac{0.00081}{4}=0.00020 .$$

If a spectrum is scaled to one absorbing atom, the second number is the relevant one. If the sample also contains $M$ ligand atoms per complex that have no valence hole, such as free counterions, they absorb at the edge but add nothing to this line. The strength per absorber is then $f/(N+M)$, and the character must be found with that divisor.

### 13. Calibration and its weak point

The law can be applied without an absolute value of $R$ by comparison with a reference compound of known character. Dividing the law for compound 1 by that for compound 2 gives

$$\frac{b_1^2}{b_2^2}=\frac{f_1}{f_2}\,\frac{\omega_2}{\omega_1}\,\frac{R_2^2}{R_1^2}.$$

The ratio of intensities is the ratio of characters if $\omega$ and $R$ carry over. For one element at one edge $\omega$ changes little in relative terms. The integral $R$ is the weak point, because the valence p orbital contracts when the ligand loses negative charge.

Increasing $\zeta_3$ by 5% multiplies $R^2$ by 1.21 in this model. Read as covalency, that 21% rise in intensity would be an error of 21% relative to the true character. The formulas show where it comes from. In the dominant term, $\sigma$ varies as $\zeta_3^{7/2}(\zeta_2+\zeta_3)^{-6}$, so

$$\frac{d\ln\sigma}{d\ln\zeta_3}=\frac72-\frac{6\zeta_3}{\zeta_2+\zeta_3}=3.5-\frac{12}{8.5}\approx2.1 .$$

Thus $R^2$ grows roughly as the fourth power of $\zeta_3$, and $1.05^4\approx1.22$. The 5% is an illustrative change and a large one. In spherically averaged Hartree–Fock calculations on free chlorine, removing a whole 3p electron from the anion raises $R^2$ by about 13%, and removing 0.1 electron raises it by about 1%. These free-ion figures leave out the effect of neighbouring atoms on the orbital. A reference compound should have the same ligand in a similar state of charge and bonding.

### 14. What "character" means with overlap

Metal and ligand orbitals of a real complex overlap. Define

$$S=\langle d|L\rangle,\qquad n_L=\langle L|L\rangle=1+\frac1N\sum_{A\neq B}\varepsilon_A\varepsilon_B\langle p_A|p_B\rangle .$$

The orbital $L$ keeps its coefficients $\pm1/\sqrt N$, so its norm may differ from one. Normalizing $\psi^*$ gives

$$1=a^2-2abS+b^2n_L .$$

This is a quadratic equation for $a$ at given $b$, with positive root

$$a=bS+\sqrt{b^2S^2+1-b^2n_L}.$$

The Mulliken population assigns half of the overlap term to each side:

$$P_L=b^2n_L-abS,\qquad P_d=a^2-abS,\qquad P_L+P_d=1 .$$

The dipole integral knows nothing of this division. As long as only $p_A$ contributes near nucleus $A$, the amplitude is $-b\,\varepsilon_AR\,\mathbf u_A/\sqrt{3N}$ whatever $S$ is, and the law reads $f=\tfrac29\omega R^2b^2$ with the squared coefficient. In the antibonding orbital the overlap term is negative, so $P_L$ is smaller than $b^2n_L$.

For a bond length of 2.25 angstrom and a metal 3d Slater exponent of 3.0 inverse bohr, quadrature gives $S=0.1275$ and $n_L=0.9447$. With $b=0.592$,

$$a=0.0755+\sqrt{0.0057+1-0.3315}=0.897,$$

$$P_L=0.3315-0.897\times0.592\times0.1275=0.264 .$$

The squared coefficient is 0.351. The two measures of covalency differ by a quarter of the larger one, although they describe the same orbital. A character from intensities should be compared with a calculated quantity of the same definition.

The value of $b^2$ still depends on the chosen local orbitals. Making them orthogonal does not remove this freedom, since the result depends on the starting orbitals and on the scheme. It also gives the orbitals tails on neighbouring atoms. Taking $n_L=1$, the symmetric scheme gives $d'=d-\tfrac12SL$ and $L'=L-\tfrac12Sd$ to first order in $S$. Matching the coefficient of $L$ in $\psi^*=a'd'-b'L'$ gives $b'\approx b-\tfrac12aS$, so $b'^2\approx b^2-abS$. The tail of $d'$ carries the full local dipole integral, and the law holds with $b^2$, not with $b'^2$.

### 15. The tails reaching the ligand core

Now restore the two integrals dropped in Part 4. In the square-planar complex, reflection symmetry makes the total dipole vector at ligand $A$ point along $\mathbf u_A$. Write the contribution of d, for unit coefficient, as $\varepsilon_A\tau\,\mathbf u_A$. Write that of the other p orbitals, $\sum_{B\ne A}\varepsilon_Bp_B$, as $\varepsilon_A\nu\,\mathbf u_A$. Then

$$\langle s_A|\mathbf r|\psi^*\rangle=\varepsilon_A\mathbf u_A\left[-\frac{bR}{\sqrt{3N}}+a\tau-\frac{b\nu}{\sqrt N}\right].$$

Squaring, summing over $N$ ligands and taking out $R^2/3$ gives

$$f=\frac29\,\omega R^2\,\big[b(1+\kappa)-aq\big]^2,\qquad q=\frac{\sqrt{3N}\,\tau}{R},\qquad \kappa=\frac{\sqrt3\,\nu}{R}.$$

The relation to $b^2$ is no longer strictly linear. For small $q$ and $\kappa$ the relative departure is $2\kappa-2qa/b$ to first order. For given local orbitals and geometry $q$ is fixed, and the d-tail part is then largest at small $b^2$, where $a/b$ is large. A longer bond lowers $q$ itself, so weak covalency alone does not imply a large correction.

The sign of $q$ can be derived. The valence orbital must be orthogonal to the ligand 2p core, so the tail enters with its 2p part removed. Let $w$ be the coordinate from nucleus $A$ towards the metal. Near the nucleus take $\varepsilon_Ad\approx\text{const}+gw$, where $g>0$ because the tail grows towards the metal. The constant gives no dipole, and

$$\tau=g\left[\int s_A\,w^2\,dV-\frac{R_{12}}{\sqrt3}\int \phi_{2p}\,w\,dV\right],$$

with $\phi_{2p}$ the 2p orbital along $w$. The angular average of $w^2$ is $r^2/3$, so

$$\int s_Aw^2dV=\frac{\mathcal N_1}{\sqrt{4\pi}}\,\frac{4\pi}{3}\,\frac{4!}{\zeta_1^5},\qquad \int\phi_{2p}w\,dV=\sqrt{\frac{3}{4\pi}}\,\mathcal N_2\,\frac{4\pi}{3}\,\frac{4!}{\zeta_2^5}.$$

The ratio of the second term in $\tau$ to the first is

$$\frac{R_{12}\mathcal N_2\zeta_1^5}{\mathcal N_1\zeta_2^5}=\frac{4!\,\mathcal N_2^2\,\zeta_1^5}{(\zeta_1+\zeta_2)^5\zeta_2^5}=\left(\frac{2\zeta_1}{\zeta_1+\zeta_2}\right)^5\approx6.1 .$$

The subtracted term wins, so $\tau$ is negative like $R$, and $q>0$. In the antibonding orbital, d and $L$ enter with opposite signs, and the d tail reduces the intensity.

### 16. How large the departure is

Quadrature over the complete orbital, with all tails and with the 2p core projected out, gives for the d exponent 3.0:

| $b^2$ | full $f$ | linear law | departure from law |
|---|---|---|---|
| 0.2 | 0.000437 | 0.000461 | −5.2% |
| 0.4 | 0.000889 | 0.000922 | −3.6% |
| 0.6 | 0.001345 | 0.001382 | −2.7% |

The formula of Part 15 accounts for this trend. The normalization condition gives $a/b=2.15$, 1.38 and 0.99 for the three rows. The square root of full $f$ over the law should equal $1+\kappa-qa/b$. The first and last rows then give $q\approx0.011$ and $\kappa\approx-0.003$. For the middle row these predict

$$(1-0.003-0.011\times1.38)^2-1\approx-0.036,$$

which agrees with the table.

For the model complex with $b^2=0.351$, the full strength is 0.00078 and the law gives 0.00081. Inverting the law would yield a character of 0.337, low by 3.9% relative to $b^2$. With a more diffuse d orbital, exponent 2.5, $S$ rises to 0.206 and the inferred character falls to 0.313, low by 10.8%. The Mulliken value is then 0.216. The numerical check tests, for both exponents, that the character inferred from intensity lies closer to $b^2$ than to the Mulliken population.

Calibration absorbs part of the error. Suppose the slope is fixed at the middle row. The other two rows then give

$$0.4\times\frac{0.000437}{0.000889}=0.197,\qquad 0.4\times\frac{0.001345}{0.000889}=0.605,$$

within 2% of 0.2 and 0.6. The figure belongs to this table, where the local orbitals and the geometry are the same in all rows. Since $a/b$ differs between the rows, a larger $q$ leaves a larger error after calibration.

### 17. Polarization and geometry

In an oriented crystal the average over directions is not taken. With the local amplitude of Part 14,

$$f_{\mathbf e}=2\omega\,\frac{b^2R^2}{3N}\sum_A(\mathbf e\cdot\mathbf u_A)^2 .$$

In the square-planar complex two of the four ligands lie along $x$, so the sum is 2 for $\mathbf e$ along $x$, and

$$f_x=\frac13\,\omega R^2b^2=\frac32\,f,\qquad f_y=f_x,\qquad f_z=0 .$$

The zero for $z$ follows from reflection in the molecular plane: $s_A$ and $\psi^*$ are even and $z$ is odd. It therefore survives the tail corrections. The full orbital gives $f_x=f_y=0.00117$, which is 1.5 times its average of 0.00078.

Tetrachlorocuprate also occurs as a flattened tetrahedron. If each lobe direction $\mathbf u_A$ makes an angle $\theta$ or $\pi-\theta$ with the $z$ axis, the sum for $\mathbf e$ along $z$ is $N\cos^2\theta$, and $f_z/f=3\cos^2\theta$. The isotropic strength contains only $|\mathbf u_A|^2=1$. At fixed $b^2$ and $R$ it does not change with the distortion, so within the law an intensity change between the two forms, measured on unoriented samples, reports a change of $b^2$ if $R$ is the same in both. The tail corrections of Part 15 can change with the geometry.

### 18. Where the assumptions end

The law rests on one valence hole, a line that can be separated from the rising edge, and a valence space of metal d and ligand p orbitals.

If further empty orbitals lie close in energy, the final state is no longer unique. The core hole can then move intensity between lines, and the area of the first line alone need not equal the hole count. The orbitals themselves may also contract around the core hole. Part of that effect can be placed in an effective $R$, which a reference compound then has to share.

The same reasoning applied to the metal L edge gives the complementary quantity. The integral $\langle 2p_{\text{metal}}|\mathbf r|\psi^*\rangle$ contains the d coefficient $a$ when ligand tails at the metal core are neglected. The one-hole line strength, summed over both spin–orbit partners at a common energy factor, is then proportional to $a^2$. For orthonormal local orbitals $a^2=1-b^2$, so the two edges examine one orbital from its two ends. This holds within the d–p valence space. In the square-planar complex the ligand 3s orbitals form a combination of the same symmetry, and their small share of $\psi^*$ is seen at neither edge. With overlap, $a^2$ and $b^2$ no longer add to one, and the normalization condition of Part 14 takes the place of that sum.

## Computed values

```
d level, p level: -7.0, -4.0 eV
U_d, U_p: 8.0, 4.0 eV
hopping per ligand t: 0.80 eV
charge-transfer energy Delta: 1.00 eV
total coupling T: 1.60 eV
ligand p character, two-level formula: 0.3509
one hole, core attraction 0 eV: 4 x line weight = 0.3509
one hole, core attraction 5 eV: 4 x line weight = 0.3509
two holes, core attraction 0 eV: p holes on ligand 1 = 0.3136, total = 0.3136, first-line share = 0.9537
two holes, core attraction 5 eV: p holes on ligand 1 = 0.3136, total = 0.3136, first-line share = 0.9744
Slater exponents 1s, 2p, 3p: 16.5, 6.5, 2.0 1/bohr
bond length: 2.25 angstrom
transition energy: 2820 eV = 103.633 hartree
2p-3p radial overlap before orthogonalization: 0.1888
radial dipole integral R: -0.010002 bohr
slope f/character, all ligands: 0.002304 (no unit)
same slope by 3D quadrature: 0.002304 (no unit)
f from linear law, all ligands: 0.000808
f from linear law, per ligand: 0.000202
R^2 ratio for 5% larger 3p exponent: 1.2145
norm <L|L> with ligand overlap: 0.9447
d exponent 3.0 1/bohr: <d|L> = 0.1275, full f = 0.000777
  character from f = 0.3373, b^2 = 0.3509, Mulliken = 0.2638
  departure of full f from law: -3.88 %
d exponent 2.5 1/bohr: <d|L> = 0.2061, full f = 0.000721
  character from f = 0.3129, b^2 = 0.3509, Mulliken = 0.2156
  departure of full f from law: -10.83 %
b^2 = 0.2, d exponent 3.0: full f = 0.000437, law = 0.000461, departure = -5.23 %
b^2 = 0.4, d exponent 3.0: full f = 0.000889, law = 0.000922, departure = -3.59 %
b^2 = 0.6, d exponent 3.0: full f = 0.001345, law = 0.001382, departure = -2.74 %
polarized f, x and y: 0.001166, 0.001166
polarized f, z: 0.000000
```
